# Elastic energy needed to open a spherical cavity in glass, part 2

A rigid spherical guest of radius $r$, modelling an oxygen molecule, opens an empty spherical cavity of radius $r_d$ in silica glass. The glass is an infinite, homogeneous, isotropic elastic solid, initially free of stress, with shear modulus $G$ and bulk modulus $K$. It stays in mechanical equilibrium, and surface energy is not counted. The opening is $\delta=r-r_d$, and $\varepsilon=\delta/r_d$.

A point initially at distance $R$ from the centre moves radially by $u(R)$. A prime means $d/dR$, $\Theta$ is the dilatation, and tensile stress is positive. Hooke's law reads

$$
\sigma_{rr}=L\Theta+2Gu',\qquad
\sigma_{\theta\theta}=L\Theta+2G\frac{u}{R},\qquad
L=K-\frac{2G}{3}. \tag{4}
$$

In the balance of forces the terms with $u''$ cancel, leaving

$$
(L+2G)\,\Theta'=0. \tag{7}
$$

The resulting stresses are

$$
\sigma_{rr}=3KB-\frac{4GA}{R^3},\qquad
\sigma_{\theta\theta}=3KB+\frac{2GA}{R^3}, \tag{9}
$$

with $B=0$ and $A=\delta r_d^2$ in the infinite glass. The guest presses on the wall with

$$
p=-\sigma_{rr}(r_d)=\frac{4G\delta}{r_d}=4G\varepsilon. \tag{11}
$$

The work $W$ of opening is, to leading order in $\varepsilon$,

$$
W_0=8\pi Gr_d\,\delta^2. \tag{20}
$$

The share of the energy stored beyond $R$ is

$$
\frac{W_{>R}}{W}=\left(\frac{r_d}{R}\right)^3. \tag{16}
$$

The example has $r_d=0.12$ nm, $r=0.16$ nm, $G=31$ GPa (193.5 eV/nm³), $K=37$ GPa and $T=1273$ K, so $\delta=0.04$ nm, $W_0=0.934$ eV and $k_BT=0.1097$ eV. Each correction below is applied alone, with the other parameters held at these values. For a narrower cavity, the leading formula gives

$$
\frac{W(0.11\ \mathrm{nm})}{W(0.12\ \mathrm{nm})}
=\frac{0.11}{0.12}\left(\frac{0.05}{0.04}\right)^2=1.43, \tag{19}
$$

which makes the Boltzmann factor $e^{-W/k_BT}$ about forty times smaller.

**Finite strain.** The example has $\varepsilon=1/3$, and we need to know what follows the leading term. A solvable case is an incompressible solid. A point initially at $R$ moves to $x$, and conservation of the enclosed glass volume requires

$$
x^3=R^3+r^3-r_d^3. \tag{24}
$$

The tangential stretch is $\lambda=x/R$. Differentiating (24) gives the radial stretch $dx/dR=R^2/x^2=\lambda^{-2}$, and the product of the three stretches is 1, as it must be. With $\eta=\ln\lambda$, the logarithmic strains are $-2\eta$ once and $\eta$ twice.

We compare two elastic laws with the same shear modulus. The Hencky law takes the energy density as $G$ times the sum of the squared logarithmic strains. The neo-Hookean law takes it as $G/2$ times the sum of the squared stretches minus 3. Thus

$$
w_{\rm H}=G\left(4\eta^2+2\eta^2\right)=6G\eta^2,\qquad
w_{\rm N}=\frac G2\left(e^{-4\eta}+2e^{2\eta}-3\right). \tag{25}
$$

To third order, $e^{-4\eta}=1-4\eta+8\eta^2-\tfrac{32}{3}\eta^3$ and $2e^{2\eta}=2+4\eta+4\eta^2+\tfrac83\eta^3$. The constant and linear terms cancel in $w_{\rm N}$, leaving $G(6\eta^2-4\eta^3)$. Both laws therefore have the form

$$
w=G\left(6\eta^2-c\,\eta^3\right)+O(\eta^4),\qquad
c_{\rm H}=0,\quad c_{\rm N}=4. \tag{26}
$$

Next we introduce $t=(r_d/R)^3$, which runs from 1 at the wall to 0 at infinity, and $q=(1+\varepsilon)^3-1$. Dividing (24) by $R^3$ gives $\lambda^3=1+qt$, hence

$$
\eta=\tfrac13\ln(1+qt)=\frac{qt}{3}\left(1-\frac{qt}{2}+\dots\right). \tag{27}
$$

From $R^3=r_d^3/t$ we find $R^2dR=-r_d^3\,dt/(3t^2)$. The minus sign reverses the limits of integration, and

$$
W=\int_{r_d}^{\infty}4\pi R^2w\,dR=\frac{4\pi r_d^3}{3}\int_0^1\frac{w}{t^2}\,dt. \tag{28}
$$

To third order in $q$, (27) gives $\eta^2=\tfrac19q^2t^2(1-qt)$ and $\eta^3=\tfrac1{27}q^3t^3$. Inserting these into (26) and integrating, with $\int_0^1t\,dt=\tfrac12$, we obtain

$$
\int_0^1\frac{w}{t^2}\,dt
=G\left[\frac{2q^2}{3}-\frac{q^3}{3}-\frac{c\,q^3}{54}\right]
=\frac{2Gq^2}{3}\left[1-q\left(\frac12+\frac{c}{36}\right)\right]. \tag{29}
$$

Finally $q=3\varepsilon+3\varepsilon^2+\dots$, so $q^2=9\varepsilon^2(1+2\varepsilon+\dots)$, while $q=3\varepsilon$ suffices inside the bracket. The prefactor is $\tfrac{4\pi}{3}\cdot\tfrac23\cdot9=8\pi$, and

$$
W=8\pi Gr_d^3\varepsilon^2\left[1+\left(\frac12-\frac{c}{12}\right)\varepsilon+O(\varepsilon^2)\right]. \tag{30}
$$

Since $r_d^3\varepsilon^2=r_d\delta^2$, the leading term is $W_0$ for both laws. The relative correction is $\varepsilon/2$ for the Hencky law and $\varepsilon/6$ for the neo-Hookean law. Numerical integration of the full densities (25) gave slopes of 0.5000 and 0.1666. The modulus $G$ describes the response to small shear and does not contain the number $c$, so the next term requires further knowledge of the material.

At $\varepsilon=1/3$ the full integrals give $W/W_0=1.076$ for the neo-Hookean law and 1.159 for the Hencky law. A compressible Hencky solid with the $K/G$ of silica gives 1.152, and 1.048 when the opening is reduced to $\varepsilon=0.1$. For these three laws, then, the leading formula underestimates the energy of the example by 7 to 14 % of the full value. This does not bound the error for real silica, whose response at such strains is not represented by any of them. The correction grows with $\varepsilon$ and enters an exponent, so the factor of about forty between $r_d=0.12$ and 0.11 nm is not preserved: the three laws give factors between about 80 and 140.

The limited meaning of a leading-order result can also be seen in its prefactor. Replacing $r_d$ by $r$ in (20) multiplies the energy by $1+\varepsilon$, which leaves the leading term untouched. In the example it changes 0.934 eV into 1.245 eV. In the example the form with $r_d$ lies closer to the full result for all three laws, but for the incompressible Hencky law only narrowly: by (30) with $c=0$, the two forms then miss the full result by equal amounts, $\varepsilon/2$, at first order.

**The shape of the narrow place.** A doorway between two holes in a network may resemble a short channel more than a closed sphere. Consider a long cylindrical channel of radius $r_d$ whose wall is pushed outward by $\delta$, with no displacement along the axis. Now there is one tangential direction in the plane of the strain, and the dilatation is $\Theta=u'+u/R$, where $R$ is the distance from the axis. The balance of forces on half a cylindrical shell gives $\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/R=0$. The difference term equals $2G(u'/R-u/R^2)=2G(\Theta'-u'')$, so the cancellation that led to (7) occurs again and $\Theta$ is constant.

In an infinite solid that constant is zero. Then $(Ru)'=0$ and $u=\delta r_d/R$. The wall stress is $2Gu'(r_d)=-2G\delta/r_d$, so the pressure is $2G\delta/r_d$, half the spherical value. The work per length is

$$
\frac{W_{\rm cyl}}{\ell}=\int_0^\delta\frac{2Gs}{r_d}\,2\pi r_d\,ds=2\pi G\delta^2. \tag{31}
$$

Numerical minimisation with an outer radius of $100\,r_d$ and $K/G=1.2$ gave 6.282 for $W_{\rm cyl}/(G\delta^2\ell)$, against $2\pi=6.283$. A segment of length $2r_d$, as long as the spherical cavity is wide, costs $4\pi Gr_d\delta^2$ if the effect of its ends is ignored. This is half of $W_0$, or 0.467 eV in the example. The figure is rough: in a long channel the glass beyond the ends of the segment is deformed too, which raises the energy, while a round guest produces the full opening $\delta$ only at its widest point, which lowers it. Neither effect is small for a segment as short as this one. The factor 8 in (20) thus belongs to the sphere. For another shape the scaling with $G\delta^2$ times a length survives in linear elasticity, but the factor in front changes and in general depends on $K/G$ as well.

**A guest that yields.** A real molecule is compressed while it opens the glass. Let the guest be an elastic ball of free radius $r$ and bulk modulus $K_m$, and let the common radius of ball and cavity be $x$, between $r_d$ and $r$. Uniform compression changes the volume of the ball by the fraction $3(x-r)/r$, and its energy is

$$
\frac{K_m}{2}\left[\frac{3(r-x)}{r}\right]^2\frac{4\pi r^3}{3}=6\pi K_mr\,(r-x)^2. \tag{32}
$$

The cavity contributes $8\pi Gr_d(x-r_d)^2$. These are two springs with stiffnesses $k_1=16\pi Gr_d$ and $k_2=12\pi K_mr$. The total energy is stationary when $k_1(x-r_d)=k_2(r-x)$, which says that the two forces balance. Since the two deformations add up to $\delta$,

$$
x-r_d=\frac{k_2\delta}{k_1+k_2},\qquad r-x=\frac{k_1\delta}{k_1+k_2}. \tag{33}
$$

The total energy is then

$$
W_{\rm soft}=\frac12\,\frac{k_1k_2^2+k_2k_1^2}{(k_1+k_2)^2}\,\delta^2
=\frac12\,\frac{k_1k_2}{k_1+k_2}\,\delta^2
=\frac{W_0}{1+\dfrac{4Gr_d}{3K_mr}}. \tag{34}
$$

A hard guest, $K_m\to\infty$, restores $W_0$. A very soft one passes at little cost. If $K_m$ is set equal to the 37 GPa of the glass, which is a choice made for illustration, the factor is 0.544. The energy falls to 0.508 eV and the common radius is 0.142 nm. Direct numerical minimisation of the total energy agreed with (34) within 0.2 %. At these parameters, giving up the rigidity of the guest nearly halves the energy.

**Surface energy and temperature.** Equation (20) contains no cost for enlarging the wall area. With a rough surface energy of 0.3 J/m², the added area $4\pi(r^2-r_d^2)$ would cost about 0.3 eV. It is uncertain whether a macroscopic surface energy applies to a hole bounded by a few atoms, so this figure is a measure of the doubt. Temperature enters through the modulus, to which $W_0$ is proportional at fixed radii. The shear modulus of silica rises on heating; a rough allowance of 10 % adds about 0.09 eV.

**Slow enough and fast enough.** The model assumes that the glass responds elastically, without viscous flow, and that it stays in mechanical equilibrium. For a rough viscosity $\eta_v=10^{15}$ Pa s at 1273 K, the relaxation time $\eta_v/G$ is $3.2\times10^4$ s. A molecule of mass $m=32$ atomic mass units, moving at the thermal speed $\sqrt{k_BT/m}$, covers the distance $2r_d$ in 0.42 ps. Viscous flow is therefore irrelevant during a passage. This does not show that the response is elastic. By (9) the difference between tangential and radial stress is $6G\varepsilon(r_d/R)^3$, or 62 GPa at the wall, and by (16) it exceeds 10 GPa, roughly the level at which bulk silica deforms permanently, in the region that holds 84 % of the energy. Whether such bulk limits apply to a few atoms on this time scale cannot be decided within the model. With the rough density $\rho=2200$ kg/m³, a shear wave has the speed $\sqrt{G/\rho}$ and covers the distance $r_d$ in 0.032 ps, about thirteen times less than the crossing time. Within the continuum model, the glass near the wall, where most of the energy resides, can thus follow a molecule that crosses at the thermal speed nearly in equilibrium. That speed corresponds to a kinetic energy of only 0.055 eV, so the opening energy must then come from fluctuations of the glass. A molecule carrying the whole 0.93 eV as kinetic energy would cover $2r_d$ in about 0.10 ps, only three times the shear-wave time, and equilibrium would be a poor assumption.

**Comparison with silica.** The example has the temperature of dry thermal oxidation of silicon, in which oxygen molecules diffuse through the growing oxide. The activation energy measured for the diffusion-limited regime is roughly 1.2 eV. It also reflects how the solubility of oxygen varies with temperature, so it is not a pure barrier for passage. The calculated 0.93 eV is of the same size, but this does not confirm the model: the two radii were chosen, and (19) shows how strongly the result depends on them. The moduli are typical of silica, while the strain and the pressure are extreme. Equation (11), extrapolated to this strain, gives 41 GPa at the wall. The two incompressible laws (25) give lower pressures, somewhat below the shear modulus but still comparable with it. By the small-strain result (16), with distances measured before the opening, half of the energy lies within $R=0.151$ nm, and 92 % lies within 0.16 nm of the wall, roughly the length of one Si–O bond. At $\varepsilon=1/3$ the energy is less concentrated: the compressible Hencky solid gives 0.171 nm and 86 %. The assumption most plainly broken is that of a smooth continuum, since the formula is applied where the glass consists of a few individual atoms. The size of that error cannot be found within the continuum model. The estimates of 0.47 eV for a channel segment with its ends ignored and 0.51 eV for a soft guest show that, even within the continuum model, (20) gives an order of magnitude and not a barrier accurate to a tenth of an electronvolt. The numerical output below lists the main values used here.

## Computed results

```
TESTS (G = 1, rd = 1)
W/(G rd gap^2), K/G =  0.5: 25.134
W/(G rd gap^2), K/G =  1.2: 25.134
W/(G rd gap^2), K/G = 10.0: 25.134
8 pi: 25.133
cylinder W/(G gap^2 length): 6.282; 2 pi: 6.283
slope of W/W0 in eps, neo-Hookean: 0.1666
slope of W/W0 in eps, Hencky: 0.5000
EXAMPLE INPUTS
G = 31 GPa, K = 37 GPa
rd = 0.12 nm, r = 0.16 nm, T = 1273 K
G in eV/nm^3: 193.5
EXAMPLE RESULTS
gap: 0.04 nm, eps: 0.333
opening energy W: 0.934 eV = 1.50e-19 J
linear wall pressure: 41.3 GPa
kT: 0.1097 eV, W/kT: 8.51
Boltzmann factor exp(-W/kT): 2.01e-04
W for rd = 0.11 nm: 1.337 eV
Boltzmann factor for that rd: 5.08e-06
NEGLECTED EFFECTS
W/W0 neo-Hookean incompressible: 1.076
W/W0 Hencky incompressible: 1.159
W/W0 Hencky with K of silica: 1.152
same law at eps = 0.1: 1.048
W with prefactor r instead of rd: 1.245 eV
channel of length 2 rd: 0.467 eV
soft guest, bulk modulus 37 GPa: factor 0.544
soft guest energy: 0.508 eV, radius 0.142 nm
surface energy at 0.3 J/m^2: 0.264 eV
free boundary at 1.0 nm: factor 0.9963
clamped boundary there: factor 1.0033
G higher by 10 %: W rises 0.093 eV
half the energy lies within R = 0.151 nm
energy within 0.16 nm of wall: 92 %
viscosity 1e+15 Pa s: relaxation 3.2e+04 s
molecule crossing time: 0.42 ps
shear wave time over rd: 0.032 ps
```
